# Counting Goldstone modes in ferromagnets and antiferromagnets

A Heisenberg ferromagnet and a collinear antiferromagnet break the same two spin rotations, yet the first has one Goldstone mode with $\omega\propto k^2$ and the second has two with $\omega\propto k$. The difference lies in the charge-commutator matrix

$$\rho_{ab}=-\frac{i}{V}\langle[Q_a,Q_b]\rangle ,$$

where the Hermitian charges $Q_a$ generate the symmetry and $V$ is the number of sites. If $n$ generators are broken and $\rho$ has rank $r$, the Watanabe–Murayama count is

$$N=n-\frac r2,$$

with $r/2$ quadratic and $n-r$ linear modes. I set $\hbar=1$.

For spin rotations $[Q_x,Q_y]=iQ_z$ and its cyclic partners give $\rho_{ab}=\epsilon_{abc}m_c$, with $m$ the net spin per site. A collinear magnet keeps rotations about its axis and breaks the other two, so $n=2$. A net spin gives $r=2$ and one mode; no net spin gives $r=0$ and two modes. "Antiferromagnet" here means a collinear magnet with zero net spin.

## A model that contains both behaviours

Take a simple cubic lattice with spacing $a$ and two alternating sublattices. Spins of length $S_A$ point up, spins of length $S_B\le S_A$ point down, and

$$H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,$$

with each bond counted once. Equal lengths give an antiferromagnet, unequal lengths a ferrimagnet.

The Heisenberg equation is $\dot{\mathbf S}_i=\mathbf S_i\times\mathbf B_i$, with $\mathbf B_i=-J\sum_j\mathbf S_j$ summed over the six neighbours. I treat the spins as classical vectors with small tilts, which is the leading order for large spin. With $S^+=S_x+iS_y$, the components of the cross product combine to

$$\dot S^+=i\left(S_zB^+-B_zS^+\right).$$

An up spin has $S_z=S_A$ and $B_z=6JS_B$; a down spin has $S_z=-S_B$ and $B_z=-6JS_A$. Let $S^+$ be $\alpha\,e^{i\mathbf k\cdot\mathbf r-i\omega t}$ on A and $\beta\,e^{i\mathbf k\cdot\mathbf r-i\omega t}$ on B, and let $\gamma=\frac13\sum_i\cos k_ia$. The neighbour sums give $B^+=-6J\gamma\beta$ on A and $-6J\gamma\alpha$ on B, so

$$(\omega-6JS_B)\alpha=6JS_A\gamma\beta,\qquad(\omega+6JS_A)\beta=-6JS_B\gamma\alpha .$$

Multiplying the two equations and writing $\Delta=S_A-S_B$,

$$\omega^2+6J\Delta\,\omega-36J^2S_AS_B(1-\gamma^2)=0. \tag{1}$$

One root is positive and one negative. The sign gives the sense in which $S^+$ rotates; each root is one oscillator, with energy $|\omega|$.

At long wavelength $\gamma\simeq1-k^2a^2/6$, hence $1-\gamma^2\simeq k^2a^2/3$. Dividing (1) by $12J$ gives

$$g\omega^2+m\omega-\kappa k^2=0,\qquad g=\frac1{12J},\quad m=\frac\Delta2,\quad \kappa=JS_AS_Ba^2. \tag{2}$$

Here $m$ is the net spin per site, $\rho_{xy}$. The coefficient $\kappa$ is the twist stiffness: turning neighbouring spins by a relative angle $\phi$ costs $JS_AS_B\phi^2/2$ per bond, and there is one bond per site in each direction.

For $S_A=S_B=S$, $g$ is the transverse susceptibility per site. Canting every spin by $\theta$ towards a transverse field $h$ changes the energy per site by $6JS^2\theta^2-hS\theta$. The minimum is at $\theta=h/(12JS)$, and the induced spin is $S\theta=h/(12J)$.

The two cases now follow from (2).

- If $m=0$, then $\omega=\pm ck$ with $c=\sqrt{\kappa/g}=2\sqrt3\,JSa$. The two senses of rotation are two linear modes.
- If $m>0$, the small root is $\omega\simeq\kappa k^2/m$. The other tends to $-m/g=-6J\Delta$, so that oscillator has a gap.

The quadratic form holds when $g\omega^2\ll m\omega$, that is, for $k\ll m/\sqrt{g\kappa}$, together with the $ka\ll1$ on which (2) rests; for very unequal spins the second condition is the stricter one. As $\Delta\to0$ this window shrinks to nothing, the gap closes, and the second linear mode appears. The number of sublattices is two throughout; the net spin decides the count.

The ferromagnet has coupling $-J$ and one sublattice. Then $B_z=6JS$ and $B^+=6J\gamma S^+$, so the equation for $S^+$ gives

$$\omega=6JS(1-\gamma)\simeq JSa^2k^2. \tag{3}$$

There is one root and therefore one oscillator. This is (2) with $m=S$, $\kappa=JS^2a^2$ and no $g$ term.

## Why the commutator enters the dynamics

The same three coefficients arise for any broken internal symmetry. Rotate the ordered state $|0\rangle$ slowly: $|\pi\rangle=e^X|0\rangle$ with $X=i\pi_aQ_a$, repeated indices being summed over the broken generators. An unbroken charge has $|0\rangle$ as an eigenstate, so its commutator with any other charge has zero expectation value, and leaving it out does not change $r$.

The action of a quantum state contains $i\langle\pi|\partial_t|\pi\rangle$. To second order in $\pi$,

$$e^{-X}\partial_te^X=\dot X+\tfrac12(\dot XX+X\dot X)-X\dot X=\dot X-\tfrac12[X,\dot X].$$

The first term gives $-\dot\pi_a\langle Q_a\rangle$, a total time derivative, which does not affect the motion. Since $[X,\dot X]=-\pi_a\dot\pi_b[Q_a,Q_b]$ and $\langle[Q_a,Q_b]\rangle=iV\rho_{ab}$, the second gives

$$\frac i2\pi_a\dot\pi_b\,(iV\rho_{ab})=-\frac V2\rho_{ab}\pi_a\dot\pi_b=\frac V2\rho_{ab}\dot\pi_a\pi_b ,$$

where the last step exchanges the labels and uses $\rho_{ba}=-\rho_{ab}$. This is a Berry phase. With $\rho_{xy}\ne0$ it has the form $p\dot q$: the two rotation angles are a coordinate and its momentum, and together make one oscillator.

The states of a ferromagnet show the same thing. In a fully polarized ferromagnet $(Q_x+iQ_y)|0\rangle=0$, so $Q_x|0\rangle=-iQ_y|0\rangle$: the two broken charges create one state. Acting on a Néel product state they create two independent states. That product state is not the exact quantum ground state, and counting states on it does not replace $\rho$: a product state of unequal up and down spins also gives two states, although the ferrimagnet has one mode. A ferrimagnetic ground state with the largest $S_z$ of its multiplet is annihilated by $Q_x+iQ_y$ and gives one.

Two more terms complete the quadratic theory. In the frame that follows the rotation, the Hamiltonian gains $-ie^{-X}\partial_te^X\simeq\dot\pi_aQ_a$, so $\dot\pi$ acts as a field on the charges. The gapped variables respond and lower the energy by $\frac12g_{ab}\dot\pi_a\dot\pi_b$ per site, which enters the Lagrangian with a plus sign. A slow twist in space costs $\frac12\kappa_{ab}\nabla\pi_a\cdot\nabla\pi_b$, written for isotropic stiffness; otherwise $\kappa$ depends on the direction of $\mathbf k$. Thus, per site,

$$L=\tfrac12\rho_{ab}\dot\pi_a\pi_b+\tfrac12g_{ab}\dot\pi_a\dot\pi_b-\tfrac12\kappa_{ab}\nabla\pi_a\cdot\nabla\pi_b .$$

This form assumes short-range interactions, a translation-invariant ordered state, no other gapless variables, and a spatial symmetry of the ordered state, such as inversion or a threefold rotation of a planar lattice, that removes terms with a single gradient.

In the Euler–Lagrange equation, $\partial L/\partial\dot\pi_a$ contributes $\frac12\rho_{ab}\dot\pi_b$ after the time derivative. The term $-\partial L/\partial\pi_a$ contributes $-\frac12\rho_{ba}\dot\pi_b=+\frac12\rho_{ab}\dot\pi_b$. They add, and for a plane wave

$$\left(\kappa k^2-i\omega\rho-g\omega^2\right)\pi=0. \tag{4}$$

For a collinear magnet with isotropic $\kappa$ and $g$, combine the two components into $P=\pi_x+i\pi_y$. The Berry terms become $-i\omega m(\pi_y-i\pi_x)=-\omega mP$, and (4) takes the form of (2). When $m\ne0$ the value of $g$ depends on how $\pi$ is defined from the two sublattice tilts; weighting them as $\sqrt{S_A}:\sqrt{S_B}$ gives the $1/(12J)$ of (2). The count below needs $g$ only on the kernel of $\rho$.

## The count

Assume that $\kappa$ is positive definite and that $g$ is positive definite on the kernel of $\rho$. In (4) the fields $\pi_a$ are real, so a pair of roots $\pm\omega$ is one oscillator.

**Quadratic modes.** Put $\omega=\nu k^2$, divide (4) by $k^2$ and let $k\to0$. The $g$ term disappears, leaving $\det(\kappa-i\nu\rho)=0$, or

$$\det(1-\nu A)=0,\qquad A=\kappa^{-1/2}(i\rho)\kappa^{-1/2}.$$

The matrix $A$ is Hermitian, imaginary and of rank $r$. Its $r$ nonzero eigenvalues $\lambda$ are real and come in pairs $\pm\lambda$. Each gives $\nu=1/\lambda$, so there are $r/2$ quadratic modes.

**Linear modes.** Put $\omega=ck$ and divide by $k^2$:

$$\left(\kappa-\frac{ic}{k}\rho-c^2g\right)\pi=0.$$

Split $\pi$ into a part $\pi_K$ in the kernel of $\rho$ and a part $\pi_R$ in its range. On the range the term in $1/k$ dominates and forces $\pi_R$ to be of order $k\,\pi_K$. What remains as $k\to0$ is

$$(\kappa_K-c^2g_K)\pi_K=0,$$

where the subscript denotes the block on the kernel. Both blocks are positive definite, so there are $n-r$ positive values of $c^2$ and as many linear modes.

**Nothing else is soft.** At $k=0$ the determinant of (4) is $(-\omega)^n\det(i\rho+g\omega)$. For small $\omega$ the second factor is proportional to $\omega^{n-r}$, because $\rho$ is invertible on its range and $g_K$ on the kernel. The root $\omega=0$ therefore has multiplicity $2n-r$. The modes found above supply $r+2(n-r)=2n-r$ roots, which is all of them. The number of modes is $r/2+(n-r)=n-r/2$.

The count does not require collinear order. A 120° triangular magnet breaks all three rotations and has no net spin: three linear modes. A canted magnet that breaks all three but keeps a net spin has $r=2$: one quadratic and one linear mode. The numerical check confirms both cases on stable lattice models.

The conditions matter. An anisotropy that removes the rotation symmetry removes the reason for the modes to be gapless. If $\kappa$ vanishes, the count of powers fails and higher gradients take over, possibly in a direction-dependent way: in the linear spin waves of the square-lattice antiferromagnet with a diagonal coupling $J_2=J_1/2$, $\omega\propto k^2$ along the diagonal and $\omega=0$ along the axes. If fluctuations destroy the order, there is no ordered state to expand about.

## Numbers for the cubic models

Let $J=4\times10^{-4}$ hartree and $a=8$ bohr, with $\mathbf k$ along a cube axis. Take $S=1$ for the ferromagnet and antiferromagnet, and $S_A=1$, $S_B=\frac12$ for the ferrimagnet.

The ferromagnet has $JSa^2=4\times10^{-4}\times64=0.0256$ hartree bohr². The antiferromagnet has $c=2\sqrt3\times4\times10^{-4}\times8=0.0111$ atomic units, about 24 km/s. The ferrimagnet has $\kappa=0.0128$ hartree bohr² and $m=0.25$, so its $k^2$ coefficient is $0.0128/0.25=0.0512$ hartree bohr². Its gap is $6J\Delta=1.2\times10^{-3}$ hartree, or 32.7 meV. For the antiferromagnet and the ferrimagnet these values and those in the table are leading order in large spin, and spins of 1 and $\frac12$ are not large. The first $1/S$ correction raises the antiferromagnetic velocity by about 5% (to 25 km/s), raises the ferrimagnetic gap by about 15% (to 38 meV) and lowers the ferrimagnetic $k^2$ coefficient by about 2%. It does not change the powers of $k$.

The lowest lattice energies, in units of $10^{-6}$ hartree, are:

| Magnet | $k=0.01$ bohr⁻¹ | $k=0.02$ bohr⁻¹ | Ratio |
|---|---:|---:|---:|
| Ferromagnet | 2.559 | 10.22 | 3.994 |
| Antiferromagnet (two modes) | 110.8 | 221.2 | 1.997 |
| Ferrimagnet | 5.093 | 20.06 | 3.938 |

Doubling $k$ multiplies the energy by nearly four or nearly two. At the larger $k$ the ferromagnetic energy is 0.278 meV and the antiferromagnetic one 6.02 meV, although the two magnets have the same stiffness $\kappa$. These are exchange-only energies. A real ferromagnet with $2\mu_B$ per cell of this size also has long-range dipolar forces of scale $\mu_0(2\mu_B)^2/a^3\approx0.036$ meV, half the exchange energy at the smaller $k$. For $\mathbf k$ perpendicular to the magnetization and zero internal field they would lower the ratio from 3.99 to about 3.45.

The ferrimagnet departs furthest from its limiting ratio because of the $g\omega^2$ term. Solving (2) to the next order gives $\omega\simeq(\kappa k^2/m)(1-g\kappa k^2/m^2)$, and here $g\kappa/m^2=\frac23a^2$. Between $ka=0.08$ and $0.16$ this correction lowers the ratio by about 1.3%; the lattice correction, $1-\gamma^2=(1-\gamma)(1+\gamma)\simeq\frac13k^2a^2(1-k^2a^2/6)$ along the axis, lowers it by a further 0.3%, and higher orders give back a little, leaving the 1.5% seen in the table.

## Computed values

```
General count, n = 5 (dimensionless)
rank 0: quadratic 0, linear 5
rank 2: quadratic 1, linear 3
rank 4: quadratic 2, linear 1
Exact spin-1/2 ring: 6 sites; loop radius 0.05 rad
polarized: rho_xy 0.500 per site, states 1
  Berry phase -0.023551 rad; predicted -0.023562 rad
Neel product: rho_xy 0.000 per site, states 2
  Berry phase -0.000000 rad; predicted -0.000000 rad
Magnets: n, rank, quadratic modes, linear modes
ferromagnet: 2, 2, 1, 0
antiferromagnet: 2, 0, 0, 2
ferrimagnet: 2, 2, 1, 0
120-degree: 3, 0, 0, 3
canted: 3, 2, 1, 1
Coefficients, |J| = spacing = 1: torque / effective theory
ferromagnet k^2: 1.0000 / 1.0000
antiferromagnet k: 3.4641 3.4641 / 3.4641 3.4641
ferrimagnet k^2: 2.0000 / 2.0000
120-degree k: 1.8368 1.8374 2.5981 / 1.8371 1.8371 2.5981
canted k^2: 2.6458 / 2.6458
canted k: 4.8990 / 4.8990
Worked cubic magnets
J = 4.0e-04 hartree; a = 8.0 bohr
S = 1 (FM, AF); S_A = 1, S_B = 0.5 (ferrimagnet)
rho_xy per site: FM 1.000, AF 0.000, ferri 0.250
kappa, FM and AF: 0.02560, 0.02560 hartree bohr^2
g, AF: 208.334 hartree^-1
ferromagnet, k=0.01 bohr^-1: 2.55863e-06 hartree
ferromagnet, k=0.02 bohr^-1: 1.02182e-05 hartree
  lowest-branch ratio on doubling k: 3.9936
antiferromagnet, k=0.01 bohr^-1: 1.10792e-04 1.10792e-04 hartree
antiferromagnet, k=0.02 bohr^-1: 2.21230e-04 2.21230e-04 hartree
  lowest-branch ratio on doubling k: 1.9968
ferrimagnet, k=0.01 bohr^-1: 5.09293e-06 1.20509e-03 hartree
ferrimagnet, k=0.02 bohr^-1: 2.00576e-05 1.22006e-03 hartree
  lowest-branch ratio on doubling k: 3.9383
FM k^2 coefficient: 0.02560 hartree bohr^2
Ferrimagnet k^2 coefficient: 0.05120 hartree bohr^2
AF velocity: 0.011085 a.u. = 24251 m/s
Ferrimagnet gap: 1.20000e-03 hartree = 32.654 meV
FM energy at k=0.02 bohr^-1: 0.2781 meV
AF energy at k=0.02 bohr^-1: 6.0200 meV
```
